# Zero flatband shift does not prove an uncharged dielectric

A dielectric film can leave a plasma with a net trapped charge and still show no flatband shift. The shift measures the first moment of the charge, with depth \(x\) counted from the gate:

\[
\Delta V_{FB}=-\frac{1}{\varepsilon}\int_0^d x\,\rho(x)\,dx .
\]

Here \(d\) is the film thickness, \(\varepsilon\) its permittivity and \(\rho\) the trapped charge density. Charge close to the gate has little weight in this integral, and charges of opposite sign at different depths can cancel in it without cancelling in total. A zero shift therefore proves that the first moment vanishes, not that the film is uncharged.

## A charged film with no shift

Consider a capacitor with the gate at \(x=0\), the film from \(x=0\) to \(x=d\), and p-type silicon beyond. The charge is uniform along the plane and does not move during the measurement. Potentials are measured from the silicon bulk, and the gate voltage \(V_G\) from the flatband voltage of the same capacitor without trapped charge, which removes the work-function difference. The gate work function is taken as unchanged by the plasma.

The film is 200 nm thick with relative permittivity 2.8. It holds two uniform layers:

- \(+4\times10^{11}\) elementary charges per cm², between 20 and 60 nm;
- \(-1\times10^{11}\) elementary charges per cm², between 150 and 170 nm.

The net charge is \(+3\times10^{11}\) cm\(^{-2}\), or 0.0481 μC/cm².

At flatband the silicon is neutral and has no field, so the field in the film just before the silicon is also zero. Gauss's law, \(\varepsilon\,dE/dx=\rho\), integrated from \(x\) to \(d\), gives \(0-\varepsilon E(x)=\int_x^d\rho\,dx'\), or

\[
E(x)=-\frac{1}{\varepsilon}\int_x^d\rho(x')\,dx' .
\]

The field at a given depth is thus set by the charge lying between that depth and the silicon. A convenient unit is the field of \(10^{11}\) charges per cm²,

\[
F=\frac{e\times10^{11}\ \text{cm}^{-2}}{\varepsilon}=0.0646\ \text{MV/cm}=6.46\ \text{mV/nm}.
\]

Going from the silicon towards the gate:

- from 170 to 200 nm no charge has been passed, and \(E=0\);
- across the negative layer \(E\) changes linearly from 0 to \(+F\), with mean \(+F/2\);
- from 60 to 150 nm, \(E=+F\);
- across the positive layer \(E\) changes linearly from \(+F\) to \(-3F\), with mean \(-F\);
- from 0 to 20 nm, \(E=-3F\).

Since \(E=-d\phi/dx\), the gate potential relative to the silicon is \(\int_0^dE\,dx\). Summing mean field times width from the gate inwards,

\[
V_G=F\left[-3(20)-1(40)+1(90)+\tfrac12(20)\right]\text{nm}=0 .
\]

No gate voltage is needed to reach flatband, although the field next to the gate has magnitude \(3F=0.194\) MV/cm. The voltage drops in the two field directions cancel; the fields do not vanish.

Taken alone, the positive layer would shift flatband by \(-1.034\) V and the negative layer by \(+1.034\) V. A numerical solution of Poisson's equation through film and silicon, which finds flatband as the gate voltage that makes the silicon surface potential zero, gives 0.00 mV for the pair.

## The general statement and its proof

**For fixed charge, uniform along the plane, in a film of uniform permittivity and with an unchanged gate work function, the flatband shift is zero if and only if \(\int_0^d x\rho\,dx=0\).**

The expression for \(E(x)\) at flatband holds for any \(\rho\). Integrating it across the film gives

\[
\Delta V_{FB}=\int_0^dE(x)\,dx=-\frac{1}{\varepsilon}\int_0^d dx\int_x^d dx'\,\rho(x') .
\]

The double integral covers the triangle \(0<x<x'<d\). If \(x\) is integrated first, it runs from 0 to \(x'\) and gives a factor \(x'\):

\[
\int_0^d dx\int_x^d dx'\,\rho(x')=\int_0^d dx'\,\rho(x')\int_0^{x'}dx=\int_0^d x'\rho(x')\,dx' .
\]

This proves the formula. Charge trapped at the silicon interface is included in \(\rho\) at \(x=d\).

A thin sheet of charge \(\sigma\) per area at depth \(x\) contributes \(-\sigma x/\varepsilon\). A uniform layer contributes as a sheet at its mid-depth, because the mean of \(x\) over the layer is its midpoint. Two sheets cancel when \(\sigma_1x_1+\sigma_2x_2=0\), that is, when \(\sigma_2=-\sigma_1x_1/x_2\). Their net charge is then

\[
Q=\sigma_1+\sigma_2=\sigma_1\left(1-\frac{x_1}{x_2}\right),
\]

which is nonzero if \(\sigma_1\ne0\) and the depths differ. In the example the mid-depths are 40 and 160 nm, and \(4\times40-1\times160=0\) while \(4-1=3\).

## Charge beside the gate

At flatband the silicon carries no charge, so the whole compensating charge \(-\sigma\) sits on the gate, whatever the depth of the sheet. Sheet and gate charge form a parallel-plate pair with separation \(x\). The field between them does not depend on \(x\), but the voltage does. Close to the gate the separation is small, and so is the shift.

A layer of \(+10^{11}\) cm\(^{-2}\) between 4 and 6 nm gives

\[
\Delta V_{FB}=-(6.46\ \text{mV/nm})(5\ \text{nm})=-32.3\ \text{mV}.
\]

The same layer between 194 and 196 nm gives \(-1260\) mV, larger by the ratio of depths, \(195/5=39\). With a voltage resolution chosen as 50 mV, the first layer is missed and the second is plain.

"Negligible" is therefore a statement about resolution. The weight is zero only at \(x=0\). For a resolution \(\delta V\), a sheet at depth \(x\) stays hidden if

\[
|\sigma|<\frac{\varepsilon\,\delta V}{x}.
\]

This limit is \(1.55\times10^{11}\) cm\(^{-2}\) at 5 nm and \(4.0\times10^{9}\) cm\(^{-2}\) at 195 nm.

## When a null does limit the charge

If all the trapped charge has one sign, cancellation is impossible. Suppose \(\rho\ge0\) and all of it lies deeper than some \(x_{\min}>0\). Then \(x\rho\ge x_{\min}\rho\) everywhere, and

\[
|\Delta V_{FB}|=\frac{1}{\varepsilon}\int_0^dx\rho\,dx\ \ge\ \frac{x_{\min}Q}{\varepsilon}.
\]

A shift smaller than \(\delta V\) then implies \(Q<\varepsilon\,\delta V/x_{\min}\). The same argument with reversed sign covers negative charge. The conclusion needs both pieces of outside knowledge: a single sign and a least depth.

A known shape can take the place of a least depth. An example is single-sign charge with a profile proportional to \(e^{-x/L}\), such as absorbed photons might leave. It reaches the gate, so the bound above does not apply, but its mean depth \(\bar x\) links shift and charge through \(|\Delta V_{FB}|=|Q|\bar x/\varepsilon\). Its mean depth follows by integration by parts:

\[
\bar x=\frac{\int_0^dx\,e^{-x/L}dx}{\int_0^de^{-x/L}dx}
=L-\frac{d\,e^{-d/L}}{1-e^{-d/L}} .
\]

For \(L=30\) nm and \(d=200\) nm this is 29.7 nm. With \(2\times10^{11}\) positive charges per cm² the shift is \(-2F\bar x=-0.384\) V, in agreement with the numerical Poisson solution, which gives \(-0.3845\) V.

## The rest of the capacitance curve

One might hope that the full capacitance–voltage curve reveals what the flatband point hides. For fixed charge in this planar model it does not.

Let the silicon have surface potential \(\psi_s\) and charge per area \(Q_{Si}(\psi_s)\). The field vanishes deep in the silicon, so Gauss's law from depth \(x\) in the film to the silicon bulk gives

\[
-\varepsilon E(x)=\int_x^d\rho\,dx'+Q_{Si}.
\]

Solving for \(E\), integrating over the film and adding \(\psi_s\),

\[
V_G=\psi_s-\frac{d}{\varepsilon}Q_{Si}(\psi_s)+\Delta V_{FB}.
\]

The trapped charge enters through a constant only. Overall neutrality gives the gate charge \(Q_G=-Q-Q_{Si}\), so the capacitance per area is

\[
C=\frac{dQ_G}{dV_G}=-\frac{dQ_{Si}/d\psi_s}{dV_G/d\psi_s}.
\]

Both derivatives are independent of \(\rho\). At a given \(\psi_s\) the capacitance is unchanged, and the whole curve moves along the voltage axis by \(\Delta V_{FB}\). If that is zero, nothing moves. The gate does carry an extra charge \(-Q\), but a capacitance is a derivative and does not register a constant.

For silicon with \(10^{16}\) acceptors per cm³ at 300 K and carriers in equilibrium, the computed capacitances at \(-3\), 0 and \(+3\) V are 12.21, 11.82 and 9.95 nF/cm². The values with and without the cancelling pair agree in all printed digits.

## A second measurement

The film can also be measured before a gate is applied. A Kelvin probe adjusts its voltage until the field outside the film is zero. Its reading, relative to that of an uncharged film with flat bands beneath it, gives the surface potential \(V_{free}\), provided that surface dipoles are unchanged.

With no field outside, Gauss's law now starts from the free surface:

\[
E(x)=\frac{1}{\varepsilon}\int_0^x\rho(x')\,dx' .
\]

The silicon must carry \(-Q\), which bends its bands by \(\psi_s\). The potential at the free surface is \(\psi_s+\int_0^dE\,dx\). In the double integral \(x\) now runs from \(x'\) to \(d\), which gives the factor \(d-x'\):

\[
V_{free}=\psi_s+\frac{1}{\varepsilon}\int_0^d(d-x)\rho(x)\,dx .
\]

The weight is now largest at the free surface, where the gate measurement is blind. Subtracting \(\psi_s\) and the flatband shift,

\[
V_{free}-\psi_s-\Delta V_{FB}
=\frac{1}{\varepsilon}\int_0^d\left[(d-x)+x\right]\rho\,dx=\frac{Qd}{\varepsilon},
\]

so that

\[
Q=\frac{\varepsilon}{d}\left(V_{free}-\psi_s-\Delta V_{FB}\right).
\]

The band bending follows from Poisson's equation in the silicon, \(\varepsilon_{Si}\phi''=-\rho_{Si}(\phi)\). With bulk hole and electron densities \(p_0\) and \(n_0\), thermal voltage \(v_T=k_BT/e\) and Boltzmann statistics,

\[
\rho_{Si}=e\left[p_0(e^{-\phi/v_T}-1)-n_0(e^{\phi/v_T}-1)\right].
\]

Multiplying Poisson's equation by \(\phi'\) and integrating from the bulk, where \(\phi=\phi'=0\), gives \(\tfrac12\varepsilon_{Si}\phi'^2=-\int_0^{\psi_s}\rho_{Si}\,d\phi\) at the surface. Since \(|Q_{Si}|=\varepsilon_{Si}|\phi'|\), and here \(|Q_{Si}|=|Q|\),

\[
Q^2=2\varepsilon_{Si}ev_T\left[p_0(e^{-u}+u-1)+n_0(e^u-u-1)\right],\qquad u=\frac{\psi_s}{v_T}.
\]

For the cancelling pair the band bending is 0.704 V and the uncovered potential is 4.582 V. With the film capacitance \(\varepsilon/d=12.396\) nF/cm²,

\[
Q=12.396\times(4.582-0.704-0)\ \text{nC/cm}^2=48.1\ \text{nC/cm}^2,
\]

which is the \(3\times10^{11}\) charges per cm² put in. Leaving out \(\psi_s\) would overestimate the charge by \(0.704/3.878\), or 18 % of its true value. The band bending must therefore be measured separately or found together with \(Q\). The second way uses \(V_{free}-\Delta V_{FB}=\psi_s(Q)+Qd/\varepsilon\). Since \(\psi_s\) has the sign of \(Q\) and grows in magnitude with it, the right side rises steadily with \(Q\), and for known doping there is exactly one solution. This way assumes that the silicon's own space charge carries all of \(-Q\). Interface traps, which charge as the bands bend, take up part of it and lower \(\psi_s\); a uniform density of \(10^{11}\) cm\(^{-2}\)eV\(^{-1}\) would make the inferred charge about 4 % too low here. A measured \(\psi_s\) avoids this error. Either way, the same trapped charge must be present in both measurements.

## Two nulls are still not proof

The two measurements fix two numbers, the total charge and its first moment. They do not fix a function of depth. Take three layers of equal width centred at 50, 100 and 150 nm, with \(+2\), \(-4\) and \(+2\) in units of \(10^{11}\) cm\(^{-2}\). Their total is \(2-4+2=0\), and their first moment is proportional to

\[
2(50)-4(100)+2(150)=0 .
\]

Both the flatband shift and the uncovered potential vanish. Between the layers the field still reaches \(2F=0.129\) MV/cm. Any distribution with these two properties can be added to a film without changing either result.

## What real films add

The thickness, permittivity and charge densities are round values in the rough regime of blanket organosilicate low-k films; films in present interconnects can be much thinner. During plasma exposure, energetic photons can free electrons and leave positive charge behind, while the plasma delivers charge to the surface. The particular cancelling pair is chosen, not measured. Its balance must hold to 4.8 % of one layer's contribution to stay within 50 mV. A null is thus compatible with a charged film, without making such a balance likely.

Several assumptions can fail in practice.

**Interface charge.** Only \(10^{10}\) positive charges per cm² at the silicon interface shift flatband by \(-129\) mV. A small change there can create a false null or spoil a true one.

**Altered permittivity.** Plasma damage can raise the permittivity near the surface. The flatband shift from a sheet is then minus its charge times \(\int_0^xdx'/\varepsilon(x')\), so this integral replaces \(x/\varepsilon\). If the first 10 nm have relative permittivity 4.0, the weight of all deeper charge falls by an amount equivalent to \(10(1-2.8/4.0)=3\) nm of undamaged film. The pair, with net charge 3 units, then shifts flatband by \(3F\times3\ \text{nm}=+58\) mV, just above the chosen resolution. The cancellation is disturbed but not forbidden: the effective depths are now 37 and 157 nm, and a negative layer of \(4\times37/157=0.94\) units restores it. In the formula for \(Q\), the factor \(d/\varepsilon\) is likewise replaced by \(\int_0^ddx/\varepsilon(x)\); keeping \(\varepsilon/d\) would give a charge too low by the factor \(197/200\), or 1.5 %.

**Exchange with the gate.** Charge very near a metal gate can tunnel into it. For a rectangular barrier of height \(\Phi\) and carrier mass \(m\), the escape time is roughly \(\tau=\tau_0e^{2\kappa x}\), with \(\kappa=\sqrt{2m\Phi}/\hbar\). Setting \(\tau\) to one hour gives \(x=\ln(\tau/\tau_0)/2\kappa=3.7\) nm for a 2 eV barrier, half the free-electron mass and \(\tau_0=10^{-13}\) s. Applying the gate may therefore remove part of the charge that an earlier Kelvin measurement saw. The layer at 4 to 6 nm lies just beyond this depth.

**Charge that moves during the sweep.** The largest field in the film with the pair at \(\pm3\) V is 0.34 MV/cm, well below the several MV/cm at which such films roughly break down. For tunnelling through a triangular barrier, with the same height and mass, the exponent is

\[
\frac{2}{\hbar}\int_0^{\Phi/eE}\sqrt{2m(\Phi-eEs)}\,ds=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eE}=402,
\]

so this process is negligible here. The formula takes the largest field as uniform across a barrier about 59 nm wide. In the film that field fills only the first 20 nm, so an electron from the gate meets a still thicker barrier. Direct tunnelling between the gate and the nearest trapped charge, 20 nm away, has a shorter path, but its exponent is still above 180. Neither estimate covers conduction through defects, which can move charge at lower fields.

**Discrete charges.** Trapped charges are not smooth sheets. A point charge at distance \(a\) from a conducting plane induces \(a/[2\pi(r^2+a^2)^{3/2}]\) image charges per area at lateral distance \(r\). For \(n\) randomly placed charges per area, the variance of the induced density is

\[
n\int_0^\infty\frac{a^2\,2\pi r\,dr}{4\pi^2(r^2+a^2)^3}=\frac{n}{8\pi a^2}.
\]

Treating the silicon as that plane, ignoring the gate and adding the variances of the two layers gives an rms of \(1.8\times10^{10}\) cm\(^{-2}\). Multiplying this density by the elementary charge and the silicon's screening length, and dividing by the silicon permittivity, gives 11 mV of surface potential, against a thermal voltage of 26 mV. At flatband this is an upper estimate for layers that each hold charges of one sign, because it leaves out the lateral spreading of the field and the screening by the gate. The variance counts all charges, not their net density, so a layer of mixed signs fluctuates more. In depletion the silicon screens less well, and the variation can be larger. As a uniform interface charge, the rms density would correspond to about 0.23 V at the gate. The null derived above is thus a property of the laterally averaged, planar model; a real curve can be blurred, by an amount not computed here.

**Carrier statistics.** At \(-3\) V the surface hole density is 0.8 % of the effective density of band states, estimated with the free-electron mass, so Boltzmann statistics are adequate.

The numerical output lists the values for the four patterns made of uniform layers.

## Computed values

```
film thickness = 200 nm, relative permittivity = 2.8
silicon relative permittivity = 11.7, T = 300 K
acceptors = 1.0e+16, intrinsic = 1.0e+10 cm^-3
film capacitance = 12.396 nF/cm2
chosen voltage resolution = 50 mV
[near gate] layers (cm^-2, start nm, end nm):
   +1.0e+11, 4, 6
   net charge = 1.00e+11 cm^-2 = 0.0160 uC/cm2
   flatband shift = -32.31 mV
   uncovered potential = 1.3629 V, band bending = 0.1027 V
   recovered charge = 1.0000 x 1e11 cm^-2
   largest film field at flatband = 0.0646 MV/cm
[near silicon] layers (cm^-2, start nm, end nm):
   +1.0e+11, 194, 196
   net charge = 1.00e+11 cm^-2 = 0.0160 uC/cm2
   flatband shift = -1260.20 mV
   uncovered potential = 0.1350 V, band bending = 0.1027 V
   recovered charge = 1.0000 x 1e11 cm^-2
   largest film field at flatband = 0.0646 MV/cm
[cancelling pair] layers (cm^-2, start nm, end nm):
   +4.0e+11, 20, 60; -1.0e+11, 150, 170
   net charge = 3.00e+11 cm^-2 = 0.0481 uC/cm2
   flatband shift = 0.00 mV
   uncovered potential = 4.5818 V, band bending = 0.7043 V
   recovered charge = 3.0000 x 1e11 cm^-2
   largest film field at flatband = 0.1939 MV/cm
[triple layer] layers (cm^-2, start nm, end nm):
   +2.0e+11, 40, 60; -4.0e+11, 90, 110; +2.0e+11, 140, 160
   net charge = 0.00e+00 cm^-2 = 0.0000 uC/cm2
   flatband shift = 0.00 mV
   uncovered potential = 0.0000 V, band bending = 0.0000 V
   recovered charge = 0.0000 x 1e11 cm^-2
   largest film field at flatband = 0.1293 MV/cm
pair, separate shifts = -1.0340 and 1.0340 V
pair balance needed for a null = 4.8 % of one part
charge hidden by resolution at 5 nm = 1.55e+11 cm^-2
charge hidden by resolution at 195 nm = 3.97e+09 cm^-2
C at -3 V: uncharged 12.2150, pair 12.2150 nF/cm2
C at +0 V: uncharged 11.8178, pair 11.8178 nF/cm2
C at +3 V: uncharged 9.9545, pair 9.9545 nF/cm2
exponential profile: 2.0e+11 cm^-2, length 30 nm, shift -0.3845 V
damaged layer: 10 nm, permittivity 4.0, pair shift 58.2 mV
shift from 1e10 cm^-2 at silicon interface = -129.3 mV
tunnelling inputs: 2.0 eV, mass 0.5 m_e, attempt 1e-13 s
depth emptied to gate in 3600 s = 3.72 nm
largest pair field at +/-3 V = 0.340 MV/cm, tunnel exponent = 402
surface holes at -3 V = 1.92e+17 cm^-3, / band states = 0.0077
random-charge rms at silicon = 1.76e+10 cm^-2
surface-potential rms = 11.1 mV, thermal voltage = 25.9 mV
```
